Why relativity contracts nickel 4s but expands 3d: potentials from model atoms

Q: My effective core potential for nickel is called scalar-relativistic, yet the valence calculation that uses it has the ordinary kinetic energy p²/2. I am told that relativity contracts 4s and expands 3d. How can one find out where each change comes from?

A: Build artificial atoms in which some shells obey relativistic kinematics and the others do not, then make a potential from each. I use Hartree atomic units, a point nucleus, spherical shells and the spin-unpolarized local density approximation (LDA), with Slater exchange and VWN correlation. Nickel is 3d⁸4s², and its core is 1s to 3p. All orbitals feel one local potential V(r), from the nucleus plus all electrons, so each shell can be given its own equation of motion.

A relativistic shell obeys the Dirac equation without spin-orbit coupling. With energies measured from the rest energy, the Dirac equation for upper and lower components ψ and χ is

Vψ + c(σ·p)χ = Eψ
c(σ·p)ψ + (V − 2c²)χ = Eχ.

Write χ = (σ·p)φ/(2c), and use (σ·p)² = p² = 2T. The first line becomes Vψ + Tφ = Eψ. Multiply the second from the left by (σ·p)/(2c). Its terms become Tψ, then (σ·p)V(σ·p)φ/(4c²) − Tφ, and on the right E Tφ/(2c²). The identity (σ·p)V(σ·p) = p·Vp + iσ·(pV×p), where p acts only on V in the first factor of the cross product, isolates spin-orbit coupling in the last term. Dropping that term gives

Vψ + Tφ = Eψ
Tψ + [W/(4c²) − T]φ = E Tφ/(2c²),  W = p·Vp.

When c → ∞ the second line gives φ = ψ, and the first is then the Schrödinger equation. The switch for a shell selects one equation or the other. The density of a relativistic orbital is |ψ|² + |∇φ|²/(4c²) after spherical averaging, and it is normalized to one.

Q: Suppose I freeze V and switch on relativity for a single orbital. Does that contract 4s and expand 3d?

A: The energy shift can be derived. Solve the second line for Tφ:

Tφ = Tψ + [W/(4c²)]φ − E Tφ/(2c²)
   = Tψ + [W/(4c²) − E T/(2c²)]φ.

Insert this into the first line:

(T + V)ψ + [W/(4c²) − E T/(2c²)]φ = Eψ.

Now project on the normalized nonrelativistic orbital ψ₀, for which (T + V)ψ₀ = εψ₀:

(E − ε)⟨ψ₀|ψ⟩ = ⟨ψ₀|W/(4c²) − E T/(2c²)|φ⟩.

The right side already carries 1/c². To leading order, ψ and φ may therefore be replaced by ψ₀, and E by ε. Integration by parts gives ⟨W⟩ = ∫V|∇ψ₀|²d³r and ⟨T⟩ = ½∫|∇ψ₀|²d³r, hence

Δε = (1/4c²) ∫ (V − ε)|∇ψ₀|² d³r.

Where V lies below ε the contribution is negative. For 4s both |V| and the gradient are large near the nucleus, and half of the shift comes from inside 0.034 bohr. For 3d the gradient vanishes at the nucleus, since ψ₀ goes as r², and half of the shift comes from inside 0.24 bohr. The far tail, where V rises above ε (beyond about 3.5 bohr for 4s and 2.7 bohr for 3d), contributes with the opposite sign, but in nickel only of order 10⁻⁵ of the total.

In the frozen nonrelativistic potential of nickel, the formula gives −8.66 mHa for 4s and −7.24 mHa for 3d. Solving the relativistic equations gives −8.98 and −7.29 mHa. The first-order errors, relative to these solutions, are 3.6% and 0.7%. With c made four times larger, the formula passes a test at the 1% level.

Both orbitals also shrink: the mean radius ⟨r⟩ falls by 0.055 bohr for 4s and by 0.006 bohr for 3d. The direct effect therefore has the same sign for both. It cannot be the cause of a 3d expansion.

Q: Then what pushes 3d outward?

A: The core is the next candidate. Its relativistic orbitals hold charge closer to the nucleus and screen it better. Let δQ(r) be the additional number of core electrons inside radius r when the core is relativistic. Since an electron is repelled by this added charge, Gauss's law gives its potential energy δV_H as

dδV_H/dr = −δQ(r)/r².

The number of core electrons is unchanged, so δQ and δV_H vanish at large distance. Integration inward gives

δV_H(r) = ∫ᵣ^∞ δQ(r′)/r′² dr′.

The force on the electron is −dδV_H/dr = δQ/r², which points outward wherever δQ is positive. In nickel δQ is nowhere negative on the radial grid. It reaches 0.068 electron at 0.20 bohr.

For a valence orbital with radial probability density D(r), the first-order energy shift is the average of δV_H. Exchanging the order of the two integrations gives

Δε_H = ∫₀^∞ D(r) [∫ᵣ^∞ δQ(r′)/r′² dr′] dr
     = ∫₀^∞ [δQ(r′)/r′²] [∫₀^r′ D(r) dr] dr′
     = ∫₀^∞ δQ(r)P(r)/r² dr.

Here P(r) is the probability of finding the valence electron inside r. The same δQ acts on both orbitals, so their different responses at this order come from P alone. The result is +33.7 mHa for 3d and +2.8 mHa for 4s, a ratio of 12. About 30 of the 33.7 mHa come from 3s and 3p, so the label "core" depends on counting these shells as core; with a small core that leaves them in the valence, most of this screening is supplied by the valence density. At 0.20 bohr, where δQ peaks, P is only about twice as large for 3d as for 4s; at 0.5 bohr it is 0.17 for 3d and 0.010 for 4s.

Adding the change in the LDA exchange-correlation potential gives +34.4 mHa for 3d. Solving again for 3d in the altered potential gives +33.9 mHa. This is the indirect effect before the valence density responds.

Q: A shift of 34 mHa looks enormous beside the direct one. Does it survive when the whole atom is made self-consistent?

A: Much of it does not. The following changes are relative to the fully nonrelativistic atom. Energies are in mHa and radii in 0.001 bohr.

Relativistic    Δε4s    Δε3d    Δr4s    Δr3d
core            −0.5    +6.2    −0.1    +8.0
4s              −4.5    +7.9   −43.9    +1.5
3d              +0.4    −1.4    +3.2    −2.4
4s and 3d       −4.0    +6.5   −40.7    −0.9
all             −4.5   +12.7   −40.7    +7.2

Relativity in the core alone expands 3d, while relativity in 4s alone contracts 4s. The 3d shell's own relativity contracts 3d. These three signs are tested in the numerical check.

The frozen calculation of the core effect already used the final relativistic core density. The drop in the 3d shift from 33.9 to 6.2 mHa is therefore the response of the valence density. The likely mechanism is that, as the 3d shell expands, its eight electrons repel one another less, which lowers the orbital energy again; I have not divided this response between 3d and 4s. An orbital energy is thus a poor measure of expansion in a self-consistent atom, and I judge expansion by ⟨r⟩.

The core's effect on 4s even changes sign, from +2.95 mHa with frozen valence to −0.5 mHa. A plausible reason is that the expanded 3d shell screens 4s less well. The row with relativistic 3d shows the converse, since there a contracted 3d shell is accompanied by a larger 4s. I have not separated the two contributions within the core row.

Q: Your table says that relativistic 4s raises the 3d energy more than the relativistic core does. Doesn't that contradict the core explanation?

A: It changes the explanation of the energy, but not that of the size. Of the 12.7 mHa rise in the 3d energy, 7.9 comes from switching 4s and 6.2 from switching the core, with −1.4 from 3d itself. For the radius the order is reversed: +1.5 from 4s against +8.0 from the core.

The Gauss formula suggests why. Most of the 4s charge lies farther out than 3d; the mean radii are 2.82 and 1.00 bohr. Charge that moves inward but stays outside the 3d shell raises the potential there almost uniformly. This changes the energy but exerts little outward force. I have not divided the 4s contribution by radius, so this remains an interpretation.

It also shows that a "valence only" atom does not isolate one direct effect. It contains direct 4s contraction, direct 3d contraction, the screening of each by the other, and the relaxation of the nonrelativistic core in the changed valence field. The last is not negligible for the small 3d effect: with the core density held fixed, the 3d radius changes by −0.3 instead of −0.9, in 0.001 bohr. Separate 4s and 3d switches are needed to tell the two valence shells apart.

Q: May I at least add the core and valence contributions?

A: Yes, to leading order. Give the core a relativistic strength x and the valence a strength y, with x = y = 1/c² in the full atom. If an observable A has a regular expansion,

A(x,y) = A₀ + ax + by + dx² + exy + fy² + … .

Subtract the two separate effects from the combined one:

I = A(x,y) − A(x,0) − A(0,y) + A(0,0) = exy + … .

The terms in x or y alone cancel, leaving an interaction of order 1/c⁴. For the 3d radius, the two parts add to 8.015 − 0.854 = 7.161, while the full change is 7.214, all in 0.001 bohr. The interaction is 0.053, or 0.6% of the summed magnitudes of the parts. For 4s it is 0.1%. The expansion is controlled by (Z/c)², which is (28/137.04)² = 0.042 here, so additivity must be checked afresh for a heavy element.

One property of these mixed atoms needs care. When core and valence obey different equations, their s orbitals need not be orthogonal. The largest 4s-core overlap in the core-switched atom is 0.009. I do not remove it, because orthogonalization would alter the valence orbital by a further rule. The separation is defined by these model atoms and is not a measurable division of the real one.

Q: How does an effect of kinematics get into a potential?

A: By requiring a nonrelativistic equation to reproduce the model atom's valence energy and outer orbital. Let u = rψ be the radial orbital. Inside a matching radius R, replace it by a nodeless pseudo-orbital:

u = r^(l+1) exp[F(r)],  F = p₀ + p₁s + p₂s² + ts³,  s = R² − r².

Since ds/dr = −2r, differentiation gives

F′ = −2r dp/ds,  F″ = −2 dp/ds + 4r² d²p/ds²,

where p(s) is the polynomial. At R, s = 0, so dp/ds = p₁ and d²p/ds² = 2p₂. Therefore

p₀ = F(R)
p₁ = −F′(R)/(2R)
p₂ = [F″(R) + 2p₁]/(8R²).

The required values follow from the original orbital:

F = ln[u/r^(l+1)]
F′ = u′/u − (l+1)/r
F″ = u″/u − (u′/u)² + (l+1)/r².

The radial Schrödinger equation supplies u″/u = l(l+1)/r² + 2(V − ε) at R. Value, slope and curvature are now fixed, and t remains. It sets the charge inside R so that the complete pseudo-orbital has norm one. The derivative of the inner charge with respect to t is

d/dt ∫₀ᴿ u² dr = 2∫₀ᴿ s³u² dr > 0.

The inner charge rises from zero to infinity as t runs over all real values, so there is one solution.

To find the potential, use u′/u = (l+1)/r + F′ and u″/u = (u′/u)′ + (u′/u)²:

u″/u = −(l+1)/r² + F″ + (l+1)²/r² + 2(l+1)F′/r + F′²
     = l(l+1)/r² + F″ + F′² + 2(l+1)F′/r.

Insert this into −u″/2 + [l(l+1)/(2r²) + V_l]u = εu and solve for V_l:

V_l = ε + ½(F″ + F′²) + (l+1)F′/r.

Because F′ is proportional to r near the origin, V_l is finite there. Outside R, I retain the original V. Finally, subtract the Hartree and exchange-correlation potentials of the pseudo-valence density n_v:

V_l^ion = V_l − V_H[n_v] − V_xc[n_v].

This is the effective core potential for channel l. The valence kinetic operator is now nonrelativistic, so both the direct effect and the altered screening by the core must reside in V_l^ion. The Hartree screening by the pseudo-valence density has been subtracted and is supplied again by the valence density when the potential is used. The exchange-correlation potential is not linear in the density, so its subtraction leaves a core-valence part in V_l^ion, frozen at the reference valence density. Choosing the model atom chooses which relativistic effect, the direct one or the altered core screening, is stored.

Q: Do these potentials reproduce the separation when they are used?

A: I made four, with matching radii of 2.2 bohr for s and 1.0 bohr for d. In their reference configuration, the largest orbital-energy error relative to the parent atom is 0.10 mHa. This figure depends on the basis: with B-splines it is about 0.03 mHa, and it is no smaller for the nonrelativistic parent. The relativistic correction beyond R, which the inversion neglects, is therefore not its main source.

The core-switched potential expands 3d by 0.0078 bohr and changes 4s by 0.0002 bohr. The valence-switched potential contracts 4s by 0.042 bohr and 3d by 0.0008 bohr. These follow the all-electron changes to within about 0.001 bohr at these radii, and to within 0.002 bohr if the radii are enlarged to 2.9 and 1.3 bohr. That margin does not fix the smallest effects: the core-switched 4s change is +0.0002 bohr here but −0.00006 bohr in the all-electron atom. The two large effects, 3d expansion from the core and 4s contraction from the valence, survive the replacement of relativistic kinematics by a potential. Much of this agreement is built in, because each pseudo-orbital copies its parent beyond R and has the same norm; a different configuration is a sharper test.

Q: Is there a consequence beyond orbital sizes?

A: Consider moving one electron from 4s to 3d:

ΔE = E(3d⁹4s¹) − E(3d⁸4s²).

The potentials were not fitted to 3d⁹4s¹, so this also examines their transfer. Relative to the nonrelativistic potential, ΔE changes by +5.0 mHa with the core switched, +9.0 with the valence switched, and +14.0 with both. The all-electron atoms give +5.2, +9.1 and +14.3 mHa. The absolute ΔE from each potential lies 2.5 to 2.8 mHa above its all-electron value. This offset moves by about 0.3 mHa with the basis and runs from about 0 to 3.4 mHa as the matching radii go from 2.9 and 1.3 bohr to 1.7 and 0.8 bohr. It largely cancels in the changes, which move by no more than 0.2 mHa over the same range. Relativity thus makes the move to 3d less favorable, by 14.0 mHa or 0.38 eV according to the potentials.

The orbital energies explain this shift. Let fᵢ be the occupation of orbital i. The total energy is stationary when normalized orbitals vary, so its derivative with respect to fᵢ needs only the explicit dependence on fᵢ. That derivative is the orbital's one-electron energy plus its average Hartree and exchange-correlation potential, which together are εᵢ. Along a path that moves a fraction q of an electron from 4s to 3d,

dE/dq = ε3d − ε4s,  ΔE = ∫₀¹ (ε3d − ε4s) dq.

Estimate the relativistic change by averaging the two endpoints. For the fully relativistic all-electron atom, the changes in ε3d − ε4s are

3d⁸4s²: 12.7 − (−4.5) = 17.2 mHa
3d⁹4s¹: 5.7 − (−5.8) = 11.5 mHa.

Their mean is 14.4 mHa, close to the directly calculated 14.3. The rise of 3d supplies (12.7 + 5.7)/2 = 9.2 mHa of this estimate, and the lowering of 4s supplies (4.5 + 5.8)/2 = 5.1 mHa, apart from rounding.

Q: Could I put these potentials straight into a quantum Monte Carlo calculation of a nickel compound?

A: I would not. They have no p channel, their core includes 3s and 3p, and they were examined in two spherical configurations. The LDA atoms also omit spin polarization and multiplet structure, so even the absolute promotion energy should not be compared with a spectrum. Spin-orbit splitting was removed at the start and would need its own potential.

Their use is diagnostic. If a property changes when the core-switched potential replaces the nonrelativistic one, and by more than the error of the potentials against the parent atoms, the altered core is responsible within this model. If it changes by more than that error with the valence-switched potential, the source is valence kinematics, including the mutual screening of 4s and 3d and the relaxation of the core that it induces.

Table of computed values

```
Speed of light: 137.035999 a.u.; nuclear charge: 28
Ni27+ 1s energy, basis / exact Dirac: -396.17888 / -396.17911 Ha
All-electron Ni 3d8 4s2: eps4s, eps3d (Ha); <r>4s, <r>3d (bohr)
  none          -0.210764 -0.348699 2.82340 1.00382
  core only     -0.211241 -0.342511 2.82334 1.01183
  4s only       -0.215228 -0.340779 2.77952 1.00534
  3d only       -0.210349 -0.350101 2.82660 1.00146
  valence only  -0.214788 -0.342175 2.78272 1.00296
  all           -0.215294 -0.336005 2.78270 1.01103
Changes from none: eps4s, eps3d (mHa); <r>4s, <r>3d (0.001 bohr)
  core only     -0.477 +6.188 -0.057 +8.015
  4s only       -4.463 +7.920 -43.874 +1.519
  3d only       +0.416 -1.402 +3.203 -2.361
  valence only  -4.024 +6.524 -40.681 -0.854
  all           -4.530 +12.694 -40.691 +7.214
Core-valence interaction and its ratio to the summed magnitudes of the parts
  <r>4s: +0.0467 (0.001 bohr), ratio 0.0011
  <r>3d: +0.0525 (0.001 bohr), ratio 0.0059
Direct effect in the frozen nonrelativistic potential
  4s: exact shift -8.977 mHa, first order -8.656 mHa, <r> change -54.598 (0.001 bohr)
  3d: exact shift -7.288 mHa, first order -7.235 mHa, <r> change -6.370 (0.001 bohr)
Extra core charge inside r, maximum: 0.06844 e at 0.1987 bohr
Extra core charge inside r, minimum: 0.00000 e at 0.0000 bohr
Indirect effect of core density with valence density frozen
  4s: Hartree +2.811, with xc +2.971, new eigenvalue +2.950 mHa
  3d: Hartree +33.718, with xc +34.402, new eigenvalue +33.863 mHa
Largest 4s-core overlap in the core-only atom: 0.009169
Matching radii, s and d: 2.2158 and 1.0021 bohr
Largest reference eigenvalue error of the potentials: 0.0991 mHa
Potential results, changes from none: <r>4s, <r>3d (0.001 bohr)
  core only     +0.155 +7.818
  valence only  -41.614 -0.764
  all           -41.409 +7.104
Transfer to 3d9 4s1, changes from none: eps4s, eps3d (mHa), potential / full
  core only     -1.170 / -1.191; +2.308 / +2.547
  valence only  -4.471 / -4.502; +3.080 / +3.208
  all           -5.697 / -5.750; +5.377 / +5.742
Promotion energy 3d8 4s2 -> 3d9 4s1 (Ha), potential / full atom
  none          -0.071716 / -0.074543
  core only     -0.066729 / -0.069389
  valence only  -0.062763 / -0.065470
  all           -0.057748 / -0.060290
Change of promotion energy from none (mHa), potential / full atom
  core only     +4.987 / +5.154
  valence only  +8.953 / +9.073
  all           +13.968 / +14.253
Total relativistic promotion shift from potentials: +0.3801 eV
```
